Self-discharge of an isolated capacitor by Fowler–Nordheim tunnelling, part 2

A charged, disconnected parallel-plate capacitor loses charge as electrons tunnel from the negative plate (the emitter) into the insulator's conduction band. How does the field fall with time, and how far can the answer be trusted for silicon dioxide between silicon electrodes?

In the insulator, of permittivity ε and thickness d, the field has magnitude F, starting at F₀ at time t = 0, and the current density has magnitude J. Each plate carries a charge of magnitude εF per area. The elementary charge e is positive, m_e is the free-electron mass, m_ox the tunnelling mass and k_B Boltzmann's constant. At x = 0, the emitter's surface, the barrier is φ above the emitter's Fermi level. From this level E counts the energy of motion along x; s = −E, W is the transverse energy and f the occupation.

The WKB tunnelling probability is P(E) = exp[−G(E)], with G twice the integral of κ(x) = √(2m_ox [φ − E − eFx]) / ħ across the barrier and the prefactor set to one. Near E = 0, G(E) ≈ B/F − cE with c = 3B/(2φF). For a deep free-electron band,

J = [e m_e/(2π²ħ³)] ∫ P(E) N(E) dE,

N(E) = ∫₀^∞ f(E + W) dW.

At zero temperature, the linear exponent makes the energy integral 1/c² and gives the Fowler–Nordheim law

J = A F² exp(−B/F),

A = e³ m_e / (16π²ħ m_ox φ),

B = 4√(2m_ox) φ^{3/2} / (3eħ).

It needs a triangular barrier, eFd > φ. The charge balance ε dF/dt = −A F² exp(−B/F) gives

F(t) = B / ln[exp(B/F₀) + ABt/ε],  τ = (ε/(AB)) exp(B/F₀),

1/F = 1/F₀ + (1/B) ln(1 + t/τ),  J(t) = εF²/[B(t + τ)].

The example is a 10 nm film between heavily n-doped electrodes, with φ = 3.1 eV, m_ox = 0.42 m_e, relative permittivity 3.9 and F₀ = 9 MV/cm. Then B = 241.63 MV/cm, B/F₀ = 26.85, τ = 0.551 ms, and F is 7.03 MV/cm after 1 s, 5.68 MV/cm after 1 h and 4.48 MV/cm after ten years.

(g) How does the late discharge depend on the starting field, on the elapsed time and on the prefactor A?

Solution. For t ≫ τ the term exp(B/F₀) is small beside ABt/ε, and

F ≈ B / ln(ABt/ε).

The starting field has disappeared. To see how fast, compare two capacitors that start at F₀ and at a lower F₀′, with time scales τ and τ′. Subtracting their expressions for 1/F gives

1/F′ − 1/F = (1/B) ln[(t + τ′)/(t + τ)] ≈ (τ′ − τ)/(Bt) for t ≫ τ′.

For a start at 8 MV/cm, τ′ = τ exp(B/F₀′ − B/F₀) = 0.551 ms × exp(3.356) = 15.8 ms. The initial gap of 1 MV/cm between the two capacitors has shrunk to 0.68 MV/cm after 1 ms and to 0.003 MV/cm after 1 s. The capacitor with the stronger field discharges so much faster that the gap almost closes.

For the dependence on time, let t grow tenfold while t ≫ τ. Then 1/F grows by ln(10)/B, and with F′ for the later field

F − F′ = FF′ ln(10)/B ≈ F² ln(10)/B.

At ten years the last form gives 4.481² × 2.303/241.63 = 0.19 MV/cm. The actual loss between 10 and 100 years is 0.18 MV/cm. It is slightly smaller because F′ is smaller than F.

The prefactor A enters F(t) only in the product At, if B, ε and F₀ are held fixed. A tenfold A therefore has the same effect as a tenfold time: it lowers the ten-year field by the same 0.18 MV/cm, about 4 percent. More generally, a constant factor R in the current shifts the late field by

ΔF ≈ −F² ln(R)/B.

This relation will serve to judge the corrections below. At ten years F²/B = 0.083 MV/cm. An error in B is not softened in this way, because at late times F is B divided by a logarithm that depends only weakly on B.

The current falls almost as 1/t. From J = εF²/[B(t + τ)] and dF/dt = −J/ε = −F²/[B(t + τ)],

d ln J/d ln t = −[t/(t + τ)](1 + 2F/B).

Between 1 s and 1 h, F/B falls from 0.029 to 0.024, so the mean slope should be close to −1.05. The integrated discharge gives −1.052.

(h) The capacitor is not at zero temperature. Find the factor by which thermal excitation raises the current when the exponent is linear in energy, and the condition for that factor to exist. What does temperature do to the ten-year field?

Solution. At temperature T the occupation is f(E) = 1/[1 + exp(E/k_BT)], and integrating it over the transverse energy gives

N(E) = k_BT ln[1 + exp(−E/k_BT)],  dN/dE = −f(E).

With P = exp(−B/F + cE) the energy integral can be done by parts:

∫ N exp(cE) dE = [N exp(cE)/c] + (1/c) ∫ f(E) exp(cE) dE,

with all integrals from −∞ to ∞. The bracket vanishes at the lower end because of exp(cE). At the upper end N falls as exp(−E/k_BT), so the bracket vanishes there if ck_BT < 1. Put v = E/k_BT and q = ck_BT. What remains is (k_BT/c) I, where

I = ∫ exp(qv)/(1 + exp(v)) dv,  0 < q < 1.

To find I, integrate the same function around the rectangle between the real axis and the line Im v = 2π. On the upper line the integrand is exp(2πiq) times that on the axis, and it is traversed backwards. The short sides vanish at infinity for 0 < q < 1. The only pole inside is v = iπ, with residue exp(iπq)/exp(iπ) = −exp(iπq). Hence

I[1 − exp(2πiq)] = −2πi exp(iπq).

Dividing by exp(iπq) gives I(−2i sin πq) = −2πi, and so I = π/sin(πq). Relative to the zero-temperature value 1/c², the current is larger by

(k_BT/c) · I · c² = πck_BT / sin(πck_BT).

At 9 MV/cm, c = 3 × 26.85/(2 × 3.1 eV) = 13.0 per eV. At 300 K, k_BT = 0.0259 eV, and the factor is 1.21. The integral with the full exponent gives 1.22.

Since c grows as 1/F, the thermal factor grows as the capacitor discharges. The condition ck_BT < 1 means F > 3Bk_BT/(2φ), which is about 3.0 MV/cm at 300 K. As this field is approached from above, the factor diverges. The divergence belongs to the linear exponent, which is extended to energies where it does not hold. The full integral remains finite, because the transmission cannot exceed one and the supply dies out.

The full integral, divided by the Fowler–Nordheim law at the ten-year field of 4.48 MV/cm, is 2.4 at 300 K and 4.1 at 358 K, a warm operating temperature of 85 °C. Integrating the discharge with these currents gives ten-year fields of 4.41 and 4.36 MV/cm. The estimate −F² ln(R)/B predicts shifts of −0.07 and −0.12 MV/cm, and these are the shifts found. A current that is several times larger thus moves the field by less than 3 percent.

(i) The treatment of the emitter left out the attraction of the electron to its image charge and the shallow Fermi sea of silicon. It also let the tunnelling probability depend on E alone. Estimate what each simplification does.

Solution. An electron at distance x from a conducting plane is attracted as if by a charge +e at distance 2x. The force is e²/(16πε_i x²), and the corresponding energy is −K/x with

K = e²/(16πε_i).

Here ε_i is the permittivity for fast changes, with a rough relative value of 2.1. The barrier becomes φ − eFx − K/x. For an electron at the Fermi level it begins and ends at the roots of eFx² − φx + K = 0, which are

x = [φ ± √(φ² − 4eFK)]/(2eF).

The barrier is lower everywhere and also narrower, so the current rises. Evaluating the WKB integral between these points, with A unchanged, gives a current 13 times larger at 9 MV/cm and 16 times larger at 4.48 MV/cm. Over this range the image force therefore acts nearly as a constant factor in A. The ten-year field becomes 4.26 MV/cm, lower by 0.22 MV/cm or 5 percent. The estimate with R = 16.2 gives −0.23 MV/cm. These numbers hold for an ideally conducting emitter. If only the polarization of silicon responds, with a relative permittivity of 11.7, the image charge is about 0.7e. The current is then 6 to 8 times larger instead, and the ten-year field is 4.32 MV/cm. If A and B are fitted to a measured current instead of being computed from φ and m_ox, most of this correction is already contained in them.

The second feature works the other way. If the Fermi sea has the depth Δ, the zero-temperature integral stops at s = Δ:

∫₀^Δ s exp(−cs) ds = [1 − (1 + cΔ) exp(−cΔ)]/c².

The square bracket is the fraction of the supply that remains. For a rough depth of 0.2 eV and F = 9 MV/cm, cΔ = 2.6 and the fraction is 0.73. With the full exponent, the current is 0.72 of the Fowler–Nordheim law at the start and 0.95 at the ten-year field, where c is larger and the layer that contributes is thinner. The ten-year field is only 0.004 MV/cm higher than the Fowler–Nordheim law gives, provided that φ is still 3.1 eV above the Fermi level. About a third of even this small shift comes from the full exponent and not from the shallow sea. These numbers keep the WKB prefactor equal to one, but that prefactor itself depends on the depth of the sea. If a plane wave of mass m_e is matched exactly to the wave under the triangular barrier, the 0.2 eV sea gives 0.32 and 0.49 of the law and a ten-year field 0.06 MV/cm higher, while a sea 5 to 10 eV deep gives about 1.9 times the law and a field 0.05 MV/cm lower. The reference level of the barrier matters far more. If 3.1 eV is instead the height above the bottom of silicon's conduction band, a sea 0.2 eV deep leaves φ = 2.9 eV. B is then about 10 percent smaller, and the ten-year field is about 4.06 MV/cm if the depth stays fixed. In n-type silicon the field itself draws electrons to the surface and deepens the sea there, so the sea becomes shallower during the discharge. If 0.2 eV is the depth at the start, the field ends somewhat higher than this, but the depth depends on the doping. A semiclassical estimate of the accumulation layer, without quantization, gives a depth falling from 0.22 to about 0.14 eV and a ten-year field of 4.18 MV/cm for 10²⁰ donors per cm³. For 3×10²⁰ per cm³ the depth falls from 0.28 to about 0.21 eV and the field ends at 4.03 MV/cm.

The third simplification concerns the motion along the plates. If its momentum is conserved and the mass in the insulator is m_ox in all directions, the transverse energy changes from W to W m_e/m_ox on entry. The barrier for the motion along x is then higher by W(m_e/m_ox − 1). For the deep band of free electrons, the sum over W with the extra factor exp[−cW(m_e/m_ox − 1)] multiplies the current by m_ox/m_e = 0.42. By the estimate −F² ln(R)/B, the ten-year field rises by 0.07 MV/cm. The band structure of silicon would change this factor.

(j) Which neglected effects could overturn the result, and how does the model compare with a real device?

Solution. The most dangerous is a second leakage path. For an ohmic path of resistivity ρ the charge balance becomes

ε dF/dt = −A F² exp(−B/F) − F/ρ.

The ohmic part acts on the time scale ρε. For a trial value of 10¹⁶ Ω cm this is 3.5×10³ s. After 1 s the field is still 7.03 MV/cm, but after 1 h it is 2.2 MV/cm instead of 5.68 MV/cm, and long before ten years the charge is gone. The leak carries as much current as tunnelling when ρ = F/J. On the pure tunnelling solution this is

F/J = B(t + τ)/(εF),

which grows a little faster than time itself. It is 1×10¹⁴ Ω cm at 1 s, 4×10¹⁷ Ω cm at 1 h and 5×10²² Ω cm at ten years. The longer the discharge lasts, the more perfect the insulator must be for the law to describe it.

The other effects are milder for these numbers. The charge that crosses in ten years is ε(F₀ − F) = 1.56 μC/cm². If 1 percent of it were trapped in the oxide, the field would differ by at most 0.045 MV/cm between the two sides of the trapped layer. Direct tunnelling sets in at F = φ/(ed) = 3.1 MV/cm, which the zero-temperature law would reach only after about 3×10¹¹ years. With the thermally raised current at 300 K it would take about 2×10¹⁰ years. In a thinner film direct tunnelling sets in sooner. According to the uncorrected law, the barrier stays triangular for ten years from this start if the thickness exceeds 3.1 V/(4.48 MV/cm) = 6.9 nm. Heat and the image force lower the field and raise this limit. With both included, it is about 7.5 nm at 358 K for an ideally conducting emitter. Below that the electron crosses a trapezoid, a truncated triangle, and the current is larger than the law predicts.

The barrier height, mass and permittivity used here are roughly those of thermally grown oxide on silicon, and 10 nm is a realistic thickness for the tunnel oxide of a floating-gate memory. The starting field is not typical of storage. It is 0.9 of a rough breakdown field of 10 MV/cm and belongs to writing or erasing such a cell, whereas stored charge is held at much lower fields. Memories of this kind are designed to keep their charge for about ten years, so their oxides must leak far less than the trial resistivity implies. One assumption that can fail in such a device is that of a single leakage path: defects created by repeated writing can let electrons cross in steps at low field. How much this matters depends on the size of the leak, for which the trial value above is only an illustration. The value of 4.48 MV/cm is therefore an extrapolation of the tunnelling law and not a forecast of retention.

For an insulator of high permittivity the formula shows one advantage: F depends on t/ε, so a larger ε slows the clock if A, B and F₀ are held fixed. They are not fixed in practice. Hafnium oxide, for example, has a lower barrier to silicon than silicon dioxide has, and B varies as φ^{3/2}. Its leakage often passes through traps, and then the Fowler–Nordheim law is not the right starting point. In a stack of two insulators the field differs from layer to layer, and charge stored at their interface makes the charges on the two plates unequal in magnitude. Gauss's law still holds at each plate, but a single field F no longer describes the capacitor.

Most of the values for this example are in the numerical output below.

Values computed for the example and the checks

```
Barrier height: 3.10 eV; tunnelling mass: 0.42 m_e
Relative permittivity: 3.90; thickness: 10.0 nm
Permittivity: 3.4531e-13 F/cm
A: 1.1839e-06 A/V^2
B: 241.63 MV/cm
Initial field: 9.00 MV/cm; B/F0: 26.847
Initial oxide voltage: 9.00 V
Initial plate charge: 3.108 uC/cm2
Initial current: 2.100e-04 A/cm2
tau: 0.5513 ms
Initial relaxation time F0/|dF/dt|: 14.802 ms
After 1 ms: F = 8.666 MV/cm, V = 8.666 V, J = 6.918e-05 A/cm2
After 1 s: F = 7.034 MV/cm, V = 7.034 V, J = 7.067e-08 A/cm2
After 1 h: F = 5.680 MV/cm, V = 5.680 V, J = 1.281e-11 A/cm2
After 10 years: F = 4.481 MV/cm, V = 4.481 V, J = 9.100e-17 A/cm2
Charge fraction left after 10 years: 0.498
Half-charge time: 2.518e+08 s = 7.99 years
Largest relative error, closed form vs ODE: 4.8e-11
Slope d ln J/d ln t from 1 s to 1 h: -1.0521
Field gap, starts 9 and 8 MV/cm, at 1 ms: 0.6823 MV/cm
Field gap, starts 9 and 8 MV/cm, at 1 s: 0.00310 MV/cm
Field loss from 10 to 100 years: 0.184 MV/cm
10-year field drop if A is tenfold: 0.184 MV/cm
Estimate F^2 ln(10)/B at 10 years: 0.191 MV/cm
Supply integral / FN law at F0, 0 K: 0.9654
Thermal factor at F0, 300 K, formula: 1.2128
Thermal factor at F0, 300 K, integral: 1.2198
Neglected effects: J ratio to FN law at F0 and at the
10-year FN field; then the 10-year field with that effect
  thermal-field, 300 K: 1.178, 2.430; 4.409 MV/cm
  thermal-field, 358 K: 1.287, 4.099; 4.364 MV/cm
  image force: 12.978, 16.204; 4.260 MV/cm
  shallow Fermi sea, 0 K: 0.723, 0.952; 4.486 MV/cm
Image force uses relative permittivity 2.10
Fermi sea depth used: 0.20 eV
Trial leak resistivity: 1.0e+16 ohm cm
Leak relaxation time: 3453.1 s
  Field with leak after 1 ms: 8.666 MV/cm
  Field with leak after 1 s: 7.033 MV/cm
  Field with leak after 1 h: 2.196 MV/cm
Leak equals FN at 1 s for 9.95e+13 ohm cm
Leak equals FN at 1 h for 4.43e+17 ohm cm
Leak equals FN at 10 years for 4.92e+22 ohm cm
Rough breakdown field: 10 MV/cm; F0 is 0.90 of it
Charge injected in 10 years: 1.560 uC/cm2
Largest field shift, 1% trapped: 0.0452 MV/cm
Direct tunnelling begins at: 3.10 MV/cm
FN-law time to reach it: 2.71e+11 years
```
